Estimating a monolayer's band gap from its peak Seebeck coefficient

**Question.** The Seebeck coefficient of a narrow-gap monolayer reaches a peak magnitude of 300 µV/K at 500 K. What band gap does the Goldsmid-Sharp rule give, and how far can unequal electron and hole mobilities falsify it?

**Answer.** The rule is

E_g ≈ 2e|S|_max T_max.

Here e is the elementary charge. With the given numbers,

E_g/e ≈ 2 × (300 × 10⁻⁶ V/K) × (500 K) = 0.30 V,

so the estimate is 0.30 eV, or 4.8 × 10⁻²⁰ J. To find its error one needs the origin of the rule, which is the competition between two kinds of carrier.

**One band**

Take an isotropic parabolic conduction band and an isotropic parabolic valence band in two dimensions, each with an energy-independent relaxation time τ. Suppose first that the majority carriers are electrons. Let z be the energy above the conduction-band edge and η the Fermi level measured upward from that edge, both in units of kT. The contribution of each energy to the conductivity is e²τ times the density of states times the mean square velocity along the current. The density of states is m/(πħ²), with spin included, and the mean square velocity along one axis is kTz/m. Their product gives

Σ(z) = e²τ kT z/(πħ²).

The mass has cancelled. When the Fermi level lies well inside the gap, carriers are weighted by e^(η−z), and the mean of z in the current is

A = ∫z² e^(−z) dz / ∫z e^(−z) dz = 2,

with both integrals from 0 to ∞. The Seebeck magnitude of one band is the mean energy carried relative to the Fermi level, divided by eT:

|S_band| = (k/e)(A − η).

If instead τ ∝ E^r, each integrand gains a factor z^r and A = 2 + r.

**Two bands**

Let ε = E_g/kT. Measured into the valence band, the Fermi level is at −η − ε, so the holes have magnitude (k/e)(A + η + ε) and the opposite sign. Each band carries a current σ_i(F − S_i∇T), where F is the electrochemical field. At zero total current, F = S∇T, with S the conductivity-weighted mean of the S_i.

Write s = e|S|/k, counted positive when the majority carriers set the sign, and define

x = ln(σ_maj/σ_min), t = tanh(x/2).

The majority share of the conductivity is (1 + t)/2 and the minority share is (1 − t)/2. Therefore

s = ½(1 + t)(A − η) − ½(1 − t)(A + η + ε)
  = At − η − ½ε(1 − t)
  = (A + ε/2)t − (η + ε/2).

The conductivities are proportional to e^η and e^(−η−ε), with prefactors whose ratio is called w:

x = ln w + 2η + ε, so η + ε/2 = ½(x − ln w).

With C = A + ε/2 this gives

s = C t − x/2 + ½ ln w.

By symmetry the same formula serves a p-type layer, with the roles of the carriers exchanged and w inverted.

The parameter w is the weighted mobility ratio. Since σ = neμ and the carrier density n is proportional to the effective density of states N = m kT/(πħ²),

w = μ_maj m_maj/(μ_min m_min)

for equal valley numbers. Because μ = eτ/m, this is also τ_maj/τ_min. Two isotropic bands with different masses but equal relaxation times have unequal mobilities and yet w = 1. For an anisotropic band with mass m_x along the current and m_y across it, the density of states goes as √(m_x m_y) and the mean square velocity as 1/m_x, so τ is replaced by τ√(m_y/m_x) and w depends on the direction of measurement.

**The peak over doping**

Hold the temperature, the gap and w fixed and vary the doping. Then x alone changes, and

ds/dx = ½[C/cosh²(x/2) − 1] = 0, so cosh²(x/2) = C.

On the majority side, x > 0, the derivative passes from positive to negative, so this is a maximum. Lighter doping admits too many minority carriers; heavier doping brings the Fermi level closer to the majority band and lowers the energy carried per charge. At the maximum t = √(1 − 1/C), hence

s_max = G(C) + ½ ln w,
G(C) = √(C(C − 1)) − arccosh √C.

To compare this with the rule, expand for large C:

√(C(C − 1)) ≈ C − ½, arccosh √C ≈ ½ ln(4C).

Since 2C = 2A + ε, for w = 1

2s_max − ε ≈ 2A − 1 − ln(4C).

The left side is the rule's reading minus the true gap, in units of kT. For A = 2 this approximation vanishes at 4C = e³, or ε ≈ 6; the full expression for G puts the agreement at ε ≈ 6.6. The rule works well around this gap because two terms cancel: the energy carried by the majority carriers, and a logarithm from the position of the optimum. With Fermi-Dirac statistics and w = 1 it is within 4% for gaps from 6 to 12 kT, but already 13% too high at 4 kT. For wide gaps the reading falls short by an amount that grows as kT ln ε, although the error relative to the gap tends to zero. In the opposite limit, ε = 0, the formula still gives a reading of 2G(2)kT ≈ 1.1 kT. Its non-degenerate assumption has failed there, and Fermi-Dirac statistics give about 2.0 kT instead. Either way the reading does not vanish with the gap, so the rule cannot be carried down to zero gap.

For the present data kT = 0.0431 eV and k/e = 86.17 µV/K, so

s_max = 300/86.17 = 3.481.

With w = 1, solving G(C) = 3.481 gives C = 5.503. Then ε = 2(5.503 − 2) = 7.006 and E_g = 0.302 eV, in close agreement with the rule.

The Fermi level at this peak is at η = arccosh √C − ε/2 ≈ −2.0, so degeneracy is modest but not absent. With Fermi-Dirac statistics e^(η−z) is replaced by the negative derivative of the occupation with respect to z. Define

F₀(y) = ln(1 + e^y), F₁(y) = ∫₀^∞ z dz/(e^(z−y) + 1).

Integration by parts turns the two band integrals into F₀ and 2F₁. With h = −η − ε,

s = {w[2F₁(η) − ηF₀(η)] − [2F₁(h) − hF₀(h)]} / [wF₀(η) + F₀(h)].

Maximizing this numerically over η gives 0.299 eV for w = 1. Degeneracy moves the estimate by only 0.003 eV.

**How large is the mobility error?**

At a fixed true gap, the term ½ ln w in s_max shifts the rule's reading by

ΔE_reading = kT ln w.

More conductive majority carriers suppress the opposing contribution, raise the peak and make the rule read too high. Less conductive majority carriers make it read too low. The error is logarithmic in w and proportional to temperature.

In practice the measured peak is fixed and the gap is sought. Differentiating G,

dG/dC = (2C − 1)/(2√(C(C − 1))) − 1/(2√(C(C − 1))) = √(1 − 1/C).

Keeping G + ½ ln w constant requires √(1 − 1/C) dC = −½ d(ln w). Since dε = 2dC,

dE_g/d(ln w) = −kT/√(1 − 1/C) = −1.105 kT = −0.048 eV.

A factor of three in w therefore changes the inferred gap by about 0.0476 × 1.10 = 0.052 eV. The Fermi-Dirac calculation gives 0.246 eV for w = 3 and 0.351 eV for w = 1/3. For w = 10 and w = 1/10 it gives 0.186 and 0.407 eV. An unknown tenfold ratio in either direction thus leaves the gap uncertain by roughly 0.11 eV each way.

Consider electron and hole mobilities of 600 and 100 cm²/Vs, with masses of 0.10 and 0.20 electron masses. The bare mobility ratio is 6, but

w = (600 × 0.10)/(100 × 0.20) = 3

for an n-type layer. The expected shift of the reading is kT ln 3 = 0.047 eV; the bare ratio would have suggested 0.077 eV. For a p-type layer w = 1/3. The same 300 µV/K doping peak at 500 K then implies 0.246 eV if the layer is n-type and 0.351 eV if it is p-type. Relative to these gaps, the rule is 22% too high and 15% too low.

If the same material can be doped both ways without changing its bands or relaxation times, most of the mobility error can be removed by averaging the two doping peaks. The non-degenerate peaks satisfy

½(|S_n| + |S_p|) = (k/e)G, |S_n| − |S_p| = (k/e) ln w,

where w is the electron-to-hole weighted ratio. In the Fermi-Dirac model with a known gap of 0.30 eV and w = 3, the peaks at 500 K are 347.4 and 255.6 µV/K. Separately, the rule turns them into 0.347 and 0.256 eV; their mean gives 0.302 eV. The difference gives w = exp(91.8/86.17) = 2.9. The small departure from 3 is due to degeneracy.

**A peak over temperature is a different peak**

The optimum above compares layers of different doping at one temperature. A measurement on one layer instead varies T at fixed net doping. Take electron majority, full ionization, a fixed gap and a temperature-independent mobility ratio. In two dimensions both effective densities of states are proportional to T, so np ∝ T² e^(−ε). Because T dε/dT = −ε,

T d ln(np)/dT = 2 + ε.

Fixed n − p means dn/dT = dp/dT. Writing a = T d ln n/dT and b = T d ln p/dT, we have na = pb and a + b = 2 + ε. Hence a = p(2 + ε)/(n + p) and b = n(2 + ε)/(n + p). With ν = (n − p)/(n + p),

T dx/dT = a − b = −ν(2 + ε).

The Seebeck magnitude changes through both x and ε. Since ∂s/∂ε = t/2,

T ds/dT = ½[1 − C/cosh²(x/2)]ν(2 + ε) − ½εt.

At the doping optimum the bracket is zero and the derivative is −½εt, which is negative. That layer has already passed its own temperature peak. A layer that peaks at 500 K is therefore not at the doping optimum for 500 K, and its |S| lies below the largest value the material could show there. Since that largest value increases with the gap, the true gap must exceed the one inferred from the doping-peak formula.

For bands with equal masses and mobilities, n/p = e^x and ν = t. Setting the derivative to zero gives

1 − C/cosh²(x/2) = ε/(2 + ε), so cosh²(x/2) = C(2 + ε)/2.

Inserting this into s = Ct − x/2 and requiring s = 3.481 gives 0.341 eV, or 0.337 eV with Fermi-Dirac statistics. For a single layer with equal bands, the rule is thus about 11% low relative to the model gap. For large ε and A = 2, expansion gives

2s − ε ≈ 4 − ln[(ε + 4)(ε + 2)],

so the shortfall now grows as 2kT ln ε, twice as fast as for the doping peak.

With the unequal bands of the example, a temperature peak implies 0.293 eV for the n-type layer and 0.391 eV for the p-type layer. In the first case the two errors nearly cancel and the rule's 0.30 eV is good by accident. In the second they add, and the rule is 23% low. Here w is no longer the only mobility parameter, because ν also depends on the bare carrier densities. At w = 3, equal densities of states would give 0.285 eV instead of 0.293 eV.

**Limits of the model**

The masses and mobilities above are round numbers chosen for illustration. With them, the temperature peaks require net dopings of 3.6 × 10¹¹ cm⁻² (n-type) and 7.4 × 10¹¹ cm⁻² (p-type). With the same bands and gap, heavier doping would put |S| below 300 µV/K at 500 K.

Of the neglected effects calculated here, the largest comes from a relaxation time that rises with energy. Weakly screened charged impurities can make τ increase with energy. For τ ∝ E, A rises from 2 to 3, and the doping-peak gap for w = 1 falls from 0.299 to 0.207 eV. This change is as large as that from a weighted mobility ratio of about 6.5.

Band shape matters less in the cases calculated. For gapped Dirac bands, the density of states is proportional to the energy E measured from midgap, and the squared velocity to (E² − Δ²)/E², with Δ = E_g/2. Constant τ then gives Σ ∝ z(z + ε)/(z + ε/2) and a gap of 0.310 eV. A relaxation time inversely proportional to the density of states gives 0.333 eV. Both are doping-peak values for w = 1. A gap that narrows by 0.10 meV/K raises the equal-band temperature-peak result from 0.337 to 0.341 eV, understood as the gap at 500 K; a narrowing of 0.3 or 0.5 meV/K gives 0.349 or 0.356 eV.

Collision broadening sets a further limit. The example's relaxation times are 34 fs for electrons and 11 fs for holes, so for isotropic scattering the half-widths ħ/(2τ) are 0.010 and 0.029 eV. The latter is not small compared with kT = 0.043 eV. Lower mobilities, or mainly small-angle scattering at the same mobility, would make it larger. The Boltzmann description of the holes is therefore approximate; its effect on the inferred gap has not been calculated here. Phonon drag and a temperature-dependent mobility ratio are also left out.

A fair reading of the single measurement is a gap of about 0.3 eV, but not a precise one. For weighted mobility ratios between 1/10 and 10, the constant-τ parabolic model allows gaps from 0.19 eV (a doping peak) to 0.45 eV (a temperature peak, for densities of states within a factor of ten of each other), and a relaxation time τ ∝ E lowers the bottom of that range to about 0.09 eV. Narrowing it requires the kind of peak, the carrier type, the weighted mobility ratio and the scattering law. The numerical output lists the gaps for the main cases discussed here.

Numbers as computed

```
Input peak Seebeck magnitude: 300 uV/K
Input peak temperature: 500 K
k/e: 86.173 uV/K;  kT at peak: 0.04309 eV
Reduced Seebeck e|S|/k: 3.4814
Goldsmid-Sharp gap: 0.300 eV = 4.807e-20 J
Rule gap over kT: 6.963
Equal weighted mobilities:
 doping peak, classical: gap 0.3019 eV, C 5.503
 doping peak, Fermi-Dirac: gap 0.2988 eV
 temperature peak, classical: gap 0.3413 eV
 temperature peak, Fermi-Dirac: gap 0.3367 eV
Inferred-gap shift per unit ln w: -1.105 kT = -0.0476 eV
Fermi-Dirac gaps, equal densities of states:
 w (maj/min)   doping peak eV   temperature peak eV
    0.100        0.4074           0.4513
    0.333        0.3509           0.3912
    1.000        0.2988           0.3367
    3.000        0.2458           0.2848
   10.000        0.1856           0.2381
Mobilities e, h: 600, 100 cm2/Vs
Masses e, h: 0.10, 0.20 electron masses
Bare mobility ratio: 6.00;  weighted ratio: 3.00
kT ln(weighted ratio): 0.0473 eV
kT ln(bare ratio): 0.0772 eV
n-type gap, doping peak: 0.2458 eV
p-type gap, doping peak: 0.3509 eV
n-type gap, temperature peak: 0.2926 eV
p-type gap, temperature peak: 0.3908 eV
Fermi level from band edge, n, p: -1.46, -1.47 kT
Net doping, n, p: 3.60e+11, 7.44e+11 cm^-2
Two-sign check, known gap: 0.30 eV
 doping peaks n, p, mean: 347.4, 255.6, 301.5 uV/K
 rule gaps n, p, mean: 0.3474, 0.2556, 0.3015 eV
 weighted ratio from difference: 2.90
Neglected effects, equal bands:
 impurity scattering tau~E, doping peak: 0.2072 eV
 Dirac bands, constant tau, doping peak: 0.3095 eV
 Dirac bands, tau~1/DOS, doping peak: 0.3328 eV
 gap drift -0.10 meV/K, temperature peak: 0.3413 eV at 500 K
 relaxation times e, h: 34.1, 11.4 fs
 half-widths hbar/(2 tau) e, h: 0.0096, 0.0289 eV
```
